# Exchange stress of a rigid Gaussian pseudo-core in a simple cubic lattice

## Question

I am writing a small plane-wave program with a pseudo-core density added to the valence density in the exchange functional, and I cannot get the stress right.

My test system is a simple cubic lattice with lattice constant $a$ and one atom per cell. The density is $n=n_v+n_c$, where $n_c$ is a sum of Gaussians, one on each atom. The functional is spin-unpolarised LDA exchange,

$$E_x=C\int_{\rm cell} n^{4/3}\,d^3r,\qquad C=-\frac34\left(\frac3\pi\right)^{1/3}.$$

I argued as follows. If the cell volume $\Omega$ grows by a factor $J$, the density falls to $n/J$. The energy is then multiplied by $J\cdot J^{-4/3}=J^{-1/3}$, so the stress should be $-E_x/(3\Omega)$ on the diagonal and zero off it. But when I strain the cell slightly, rebuild the density and differentiate the energy numerically, I get a diagonal stress about 40% below this value. In a less symmetric test I also get shear components, which my formula says cannot exist.

I know the core "moves with the atom", but I don't see what that does to the derivative. What is the correct stress, which part of it belongs to the core, and how do I set up a finite-strain check that I can trust?

## Answer

Your scaling argument dilutes the whole density, core included. The valence density may be treated that way, but the pseudo-core is a fixed function attached to an atom. When the lattice is stretched, the Gaussians move apart and none of them becomes wider. The rule for each density under strain has to be fixed before anything is differentiated.

### What is held fixed

I use Hartree atomic units. A homogeneous strain sends each lattice point $\mathbf r$ to $(1+\varepsilon)\mathbf r$, and the stress is

$$\sigma_{ab}=\frac1\Omega\frac{\partial E_x}{\partial\varepsilon_{ab}}\bigg|_{\varepsilon=0}.$$

With this sign, a positive diagonal stress means that the energy rises on stretching, so this energy term favours contraction. The corresponding pressure is $-\tfrac13\sum_a\sigma_{aa}$. I treat the nine elements $\varepsilon_{ab}$ as independent.

The valence density is prescribed. Its plane-wave coefficients, multiplied by the cell volume, stay constant. Equivalently, its value at a fixed fractional position $\mathbf s$ is divided by $\det(1+\varepsilon)$, which conserves the number of valence electrons.

The core density is

$$n_c(\mathbf r)=\sum_{\mathbf R}g(\mathbf r-\boldsymbol\tau-\mathbf R),\qquad g(\mathbf u)=N_c\left(\frac\alpha\pi\right)^{3/2}e^{-\alpha u^2},$$

where $\mathbf R$ runs over lattice vectors and $\boldsymbol\tau$ is the atomic position. The centre keeps its fractional position, while $N_c$, $\alpha$ and the spherical shape do not change. That is the meaning of a rigid core moving with the lattice.

I also assume $n>0$ everywhere. If the pseudised density becomes negative somewhere, $n^{4/3}$ and the potential below need a separate prescription, and this derivation does not cover it.

### Differentiating the energy

In fractional coordinates the integration domain is the unit cube, whatever the strain:

$$E_x=\Omega\int_0^1 d^3s\;C\,n(\mathbf s)^{4/3}.$$

Three things depend on strain: the prefactor $\Omega$, the valence density and the core density.

**Volume.** To first order $\det(1+\varepsilon)=1+\sum_a\varepsilon_{aa}$, so

$$\frac{\partial\Omega}{\partial\varepsilon_{ab}}=\Omega\,\delta_{ab}.$$

**Valence density.** It is proportional to $1/\det(1+\varepsilon)$ at fixed $\mathbf s$, hence

$$\frac{\partial n_v}{\partial\varepsilon_{ab}}=-\delta_{ab}\,n_v.$$

**Core density.** The field point, the atom and its periodic images all have fixed fractional positions. The vector $\mathbf u=\mathbf r-\boldsymbol\tau-\mathbf R$ between the field point and a core centre is therefore strained like any other vector, $u_i\to u_i+\sum_j\varepsilon_{ij}u_j$. Its squared length changes by $2\sum_{ij}u_i\varepsilon_{ij}u_j$ to first order, which gives

$$\frac{\partial u^2}{\partial\varepsilon_{ab}}=2u_au_b .$$

The Gaussian depends on strain through $u^2$ alone, because its parameters are fixed. With $\partial g/\partial(u^2)=-\alpha g$,

$$\frac{\partial n_c}{\partial\varepsilon_{ab}}=-2\alpha\sum_{\mathbf R}u_au_b\,g(\mathbf u).$$

This is the step missing from your argument. Stretching along $x$ lowers the core density at points displaced from the centre along $x$, since they are now farther away. At the centre itself the atom's own Gaussian does not change (only the tails of the images do), whereas uniform dilution would reduce it there too.

The exchange potential is the derivative of the integrand with respect to density,

$$v_x=\frac{d}{dn}\left(Cn^{4/3}\right)=\frac43Cn^{1/3}.$$

The product rule and the chain rule then give

$$\Omega\sigma_{ab}=\delta_{ab}E_x+\int_{\rm cell}v_x\left(\frac{\partial n_v}{\partial\varepsilon_{ab}}+\frac{\partial n_c}{\partial\varepsilon_{ab}}\right)d^3r .$$

### The core contribution

The last term defines the core stress. It contains a cell integral of a sum over images. Because $v_x$ has the period of the lattice, each image term can be translated back to the atom at $\boldsymbol\tau$. The translated cells fill space, so the result is one integral over all space with a single Gaussian:

$$\boxed{\sigma^{\rm core}_{ab}=-\frac{2\alpha}{\Omega}\int_{\text{all space}}v_x(\mathbf r)\,u_au_b\,g(\mathbf u)\,d^3r,\qquad \mathbf u=\mathbf r-\boldsymbol\tau .}$$

Since $v_x<0$, its diagonal elements are positive. Inserting the valence derivative as well, the total is

$$\sigma_{ab}=\delta_{ab}\frac{E_x-\int_{\rm cell} v_xn_v\,d^3r}{\Omega}+\sigma_{ab}^{\rm core}. \tag{1}$$

The integral in the first term contains $n_v$, not $n$. The core's response is already in the second term.

### Comparison with your formula

Differentiating the Gaussian twice with respect to position gives

$$\partial_ag=-2\alpha u_ag,\qquad \partial_a\partial_bg=-2\alpha\delta_{ab}g+4\alpha^2u_au_bg.$$

Solve the second equation for $u_au_bg$ and multiply by $-2\alpha$:

$$-2\alpha u_au_bg=-\delta_{ab}\,g-\frac1{2\alpha}\partial_a\partial_bg. \tag{2}$$

The first term on the right is the uniform dilution you assumed. The second corrects it for the rigidity of the core. It integrates to zero over all space, so it redistributes core charge without changing the amount.

Put (2) into (1). The dilution terms of valence and core combine into $-\delta_{ab}\int v_xn\,d^3r/\Omega$. For this functional $v_xn=\tfrac43Cn^{4/3}$, so $\int v_xn\,d^3r=\tfrac43E_x$ and

$$\frac{E_x-\frac43E_x}{\Omega}=-\frac{E_x}{3\Omega}.$$

That is your result. What remains is the rigidity correction:

$$\sigma_{ab}=-\delta_{ab}\frac{E_x}{3\Omega}+K_{ab},\qquad K_{ab}=-\frac1{2\alpha\Omega}\int_{\rm cell}v_x\,\partial_a\partial_bn_c\,d^3r. \tag{3}$$

For a plane-wave program, write $v_x(\mathbf r)=\sum_{\mathbf G}v_x(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, and expand $n_c$ in the same way. The Fourier integral of a Gaussian gives

$$n_c(\mathbf G)=\frac{N_c}{\Omega}e^{-G^2/4\alpha}e^{-i\mathbf G\cdot\boldsymbol\tau}.$$

Two derivatives bring down $(iG_a)(iG_b)=-G_aG_b$, which cancels the minus sign in (3). For a real $v_x$, the cell average of a product $v_xh$ is $\sum_{\mathbf G}v_x(\mathbf G)^*h(\mathbf G)$. Hence

$$\boxed{\sigma_{ab}=-\delta_{ab}\frac{E_x}{3\Omega}+\frac1{2\alpha}\sum_{\mathbf G}v_x(\mathbf G)^*\,n_c(\mathbf G)\,G_aG_b.}$$

The sum is symmetric in $a$ and $b$, so a small rigid rotation costs no energy. It need not be diagonal, so a rigid core that moves correctly can give shear components. An atom that is moved incorrectly can also give off-diagonal terms when the exchange force on it is not zero, as shown below, so their presence alone does not show that the code is right.

### Sign and limits of the correction

Integrating (3) by parts once, with no boundary term because the functions are periodic, gives

$$K_{ab}=\frac1{2\alpha\Omega}\int_{\rm cell}(\partial_av_x)(\partial_bn_c)\,d^3r.$$

Suppose that $n_v$ is uniform. Then $\partial_av_x=v_x'(n)\,\partial_an_c$, with $v_x'(n)=\tfrac49Cn^{-2/3}<0$. For any real vector $\mathbf q$,

$$\sum_{ab}q_aK_{ab}q_b=\frac1{2\alpha\Omega}\int_{\rm cell}v_x'(n)\,(\mathbf q\cdot\nabla n_c)^2\,d^3r\le0.$$

So in that case the correction lowers every diagonal stress. For a non-uniform $n_v$ this argument does not fix the sign, and $K_{ab}$ must be computed.

If $v_x$ is uniform, $K_{ab}$ vanishes, because the correction merely moves core charge around in a constant potential. It also vanishes for a very broad Gaussian, $\alpha\to0$ at fixed lattice: the factor $e^{-G^2/4\alpha}/\alpha$ goes to zero for each $\mathbf G\ne0$, and the overlapping cores form a uniform background.

The opposite limit shows most clearly why the core must not be diluted. Take isolated Gaussians with no valence density and negligible overlap. Now $v_xg=\tfrac43Cg^{4/3}$, and $g^{4/3}$ is a Gaussian with exponent $\tfrac43\alpha$. The mean of $u_au_b$ over a Gaussian with exponent $\beta$ is $\delta_{ab}/(2\beta)$, here $3\delta_{ab}/(8\alpha)$. Therefore

$$\sigma^{\rm core}_{ab}=-\frac{2\alpha}{\Omega}\cdot\frac43\cdot\frac{3\delta_{ab}}{8\alpha}\,C\int g^{4/3}d^3r=-\delta_{ab}\frac{E_x}{\Omega}.$$

This cancels the volume term $+\delta_{ab}E_x/\Omega$ in (1), and the total stress is zero. It has to be: moving isolated rigid objects farther apart does not change their energy. Your formula would instead leave $-E_x/(3\Omega)$, a stress produced by the core's own exchange energy.

### A numerical example

The parameters are round model values and represent no particular material: $a=6.0$ bohr, $N_v=4$, $N_c=2$ and $\alpha=1.5$ bohr$^{-2}$. The core sits at the origin, and

$$n_v=\frac{N_v}{\Omega}\left[1+0.2\left(\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right)\right].$$

The bracket is never below $1-0.6=0.4$, so the density is positive. The volume is $\Omega=216$ bohr$^3$. The mean valence density is $4/216=0.0185$ bohr$^{-3}$, while the core density at its centre is $0.660$ bohr$^{-3}$. Near the atom the core therefore dominates $n$ and cannot be treated as a small addition to the valence density.

The integrals over the cell are

$$E_x=-1.75261\ {\rm Ha},\quad \int v_xn_v\,d^3r=-1.15031\ {\rm Ha},\quad \int v_xn_c\,d^3r=-1.18651\ {\rm Ha}.$$

By cubic symmetry the stress is a single number times $\delta_{ab}$. The volume and valence part of (1) is

$$\frac{-1.75261+1.15031}{216}=-2.788\times10^{-3}\ {\rm Ha/bohr^3}.$$

The rigidity correction is $K=-1.070\times10^{-3}$ Ha/bohr$^3$. By (2), the core stress is its dilution part plus this correction:

$$\sigma^{\rm core}=\frac{1.18651}{216}-1.070\times10^{-3}=4.423\times10^{-3}\ {\rm Ha/bohr^3}.$$

The total is

$$\sigma=(-2.788+4.423)\times10^{-3}=1.635\times10^{-3}\ {\rm Ha/bohr^3}.$$

Your formula gives

$$-\frac{E_x}{3\Omega}=\frac{1.75261}{648}=2.705\times10^{-3}\ {\rm Ha/bohr^3}.$$

This is 1.65 times the correct total. Equivalently, the correct value is 40% below yours, a discrepancy of the size you report. The percentage depends on the parameters: with everything else unchanged it is 20.5% for $N_c=1$ and 60.9% for $N_c=4$. For $N_c=2$, adding $K$ removes the discrepancy: $2.705-1.070=1.635$.

In the usual pressure unit, the core stress is 130.1 GPa and the total exchange stress is 48.1 GPa. The latter corresponds to an exchange pressure of $-48.1$ GPa. This is one term of a crystal's pressure; the kinetic, electrostatic and other terms are absent here.

### Setting up the finite-strain check

For a strain $h$ along $x$, multiply the $x$ components of all lattice vectors by $1+h$ and keep the same fractional grid. Then:

1. Divide the stored valence values by $1+h$.
2. Rebuild the core at every grid point from the strained distances to the atom and its images, with the original $\alpha$ and $N_c$.
3. Average $Cn^{4/3}$ over the grid and multiply by the new volume.

Step 2 is the critical one. If you reuse the stored core values and divide them by $1+h$, the numerical derivative reproduces your formula, since you have then deformed the core with the cell. Agreement between the two would show only that they share the same assumption.

Repeat with $-h$ and form the central difference

$$D(h)=\frac{E_x(h)-E_x(-h)}{2h\Omega}=\sigma+\frac{h^2}{6\Omega}E_x'''(0)+O(h^4).$$

The even powers of $h$ in the energy cancel in the subtraction, so halving a small step should divide the error by about four. The example gives:

| $h$ | $D(h)$ in $10^{-3}$ Ha/bohr$^3$ | $D(h)-\sigma$ in the same unit |
|---|---:|---:|
| 0.02 | 1.635137 | 0.000357 |
| 0.01 | 1.634870 | 0.000089 |

The error ratio is 4.00. More digits are kept here than above because the differences are the point of the table. A higher-order difference formula gives $1.634781\times10^{-3}$ Ha/bohr$^3$, equal to the analytic result at this precision.

You can check the core contribution separately. Rebuild the core with strained distances, but leave the volume factor and the valence density unstrained. The derivative, divided by $\Omega$, must then be $\sigma^{\rm core}$ alone. Here it is $4.423\times10^{-3}$ Ha/bohr$^3$, as the formula requires.

### Why the cubic case is not a sufficient test

With the atom at the origin, its position stays at zero under any strain. The cubic example therefore cannot tell whether your code moves the atom correctly. It cannot test the shear components either, since they vanish by symmetry.

To see what goes wrong for an atom elsewhere, suppose that its Cartesian position $\boldsymbol\tau$ is held fixed while the lattice vectors and the valence density are strained about the origin. The exchange force on the core is $F_a=-\partial E_x/\partial\tau_a$. From $\partial g(\mathbf r-\boldsymbol\tau)/\partial\tau_a=2\alpha u_ag$,

$$F_a=-2\alpha\int_{\text{all space}}v_xu_ag\,d^3r.$$

A correctly moving atom has the extra displacement $\delta\tau_a=\sum_b\varepsilon_{ab}\tau_b$. By the chain rule,

$$\Omega\sigma_{ab}=\frac{\partial E_x}{\partial\varepsilon_{ab}}\bigg|_{\boldsymbol\tau}+\frac{\partial E_x}{\partial\tau_a}\tau_b
=\frac{\partial E_x}{\partial\varepsilon_{ab}}\bigg|_{\boldsymbol\tau}-F_a\tau_b,$$

and so the pinned derivative is

$$\frac{\partial E_x}{\partial\varepsilon_{ab}}\bigg|_{\boldsymbol\tau}=\Omega\sigma_{ab}+F_a\tau_b.$$

The additional term is a force times a position, and it is not in general symmetric in $a$ and $b$.

For a test, keep the same cell, electron numbers and $\alpha$, but put the core at fractional position $(0.10,0.20,0.35)$ and use the less symmetric valence density

$$n_v=\frac{N_v}{\Omega}\bigl[1+0.2\cos\theta_{xy}+0.2\cos(\theta_{yz}+0.7)+0.2\cos(\theta_{xz}+1.1)\bigr],$$

where $\theta_{xy}=2\pi(x+y)/a$, and similarly for the other pairs. The formula and the finite strain both give $\sigma_{xy}=6.324\times10^{-6}$ Ha/bohr$^3$. It is small compared with the diagonal elements, which are near $1.53\times10^{-3}$ Ha/bohr$^3$, but it is well resolved.

Multiplied by the volume, this shear stress is a strain derivative of $0.001366$ Ha. The force has $F_x=-0.002459$ Ha/bohr, and the atom has $\tau_y=0.20\times6.0=1.2$ bohr. Pinning the atom thus changes the derivative to

$$0.001366+(-0.002459)(1.2)=-0.001585\ {\rm Ha},$$

which is also what the finite strain with a pinned atom gives. Here the wrong motion of the atom reverses the sign of the $xy$ derivative. The numerical check compares all nine strain derivatives, for both the moving and the pinned atom.

### Using this in a self-consistent calculation

Everything above concerns the exchange energy of a prescribed valence density. In a self-consistent norm-conserving calculation the orbitals also relax under strain. At first order that relaxation drops out of the derivative of the total energy, because the total energy is stationary with respect to orthonormal orbitals. This holds at fixed occupations and within a fixed set of plane waves, meaning the same integer indices of $\mathbf G$ at every strain. It does not drop out of the exchange energy taken alone, which is not separately stationary.

So do not extract $E_x$ from self-consistent runs at two strains and expect its difference to match $\sigma$. Either scale a fixed valence density, as here, or compare the total energy with the total stress. In the second case keep the fractional atomic positions, the k-points in fractional reciprocal coordinates and the set of plane waves the same at both strains. A fixed energy cutoff can change that set. If a plane wave that contributes to the occupied orbitals crosses the cutoff between the two strains, the energy jumps, and in an unconverged basis the energy difference can then be far from the stress. If none crosses, the set is unchanged and the difference matches the stress of that basis, converged or not. Ultrasoft and PAW methods are not covered by this derivation.

## Values computed for the example and the checks

```
lattice constant                     6.0 bohr
cell volume                          216.0 bohr^3
valence, core electrons              4.0, 2.0
Gaussian exponent                    1.5 bohr^-2
cosine amplitude per axis            0.2
core density at its centre           0.659845 bohr^-3
mean valence density                 0.018519 bohr^-3
CUBIC EXAMPLE
exchange energy                      -1.75261292 Ha
integral v_x n_valence               -1.15030764 Ha
integral v_x n_core                  -1.18650959 Ha
volume and valence stress            -2.78845036e-03 Ha/bohr^3
core stress, formula                 4.42323097e-03 Ha/bohr^3
core stress, finite strain           4.42323096e-03 Ha/bohr^3
affine part -E_x/(3 volume)          2.70464957e-03 Ha/bohr^3
rigidity correction                  -1.06986897e-03 Ha/bohr^3
total stress, reciprocal sum         1.63478060e-03 Ha/bohr^3
total stress, real-space moments     1.63478060e-03 Ha/bohr^3
total stress, five-point strain      1.63478060e-03 Ha/bohr^3
total stress, hydrostatic strain     1.63478060e-03 Ha/bohr^3
two-point derivative, step 0.02      1.63513737e-03 Ha/bohr^3
two-point derivative, step 0.01      1.63486977e-03 Ha/bohr^3
ratio of the two truncation errors   4.0009
core stress                          130.136 GPa
total stress                         48.097 GPa
affine-core stress / total stress    1.6544
uniform valence, rigidity correction -1.10113719e-03 Ha/bohr^3
LOW-SYMMETRY TEST
core centre, fractional              0.10, 0.20, 0.35
xx formula, finite strain  1.5276178e-03, 1.5276178e-03 Ha/bohr^3
yy formula, finite strain  1.5240235e-03, 1.5240235e-03 Ha/bohr^3
zz formula, finite strain  1.5302618e-03, 1.5302618e-03 Ha/bohr^3
xy formula, finite strain  6.3237161e-06, 6.3237161e-06 Ha/bohr^3
xz formula, finite strain  1.6027608e-05, 1.6027608e-05 Ha/bohr^3
yz formula, finite strain  1.2013111e-05, 1.2013111e-05 Ha/bohr^3
exchange force on core               -0.0024589, -0.0010923, 0.0145083 Ha/bohr
xy derivative, moving centre         0.0013659 Ha
xy derivative, pinned, formula       -0.0015848 Ha
xy derivative, pinned, finite strain -0.0015848 Ha
largest total-stress mismatch        4.6e-14 Ha/bohr^3
```
